# Intrinsic anomalous Hall conductivity from Berry phases of Fermi loops, part 1

(Sections cited here and not found follow in the second part.)

## I. From the driven electron to the Fermi loop

### A single pocket

Consider a two-component electron with the Hamiltonian

\[
H(\mathbf k)=k_xs_x+k_ys_y+ms_z,\qquad m>0, \tag{1}
\]

where \(s_x,s_y,s_z\) are Pauli matrices and units are chosen so that the velocity factor is one. The upper band has energy \(\varepsilon=\sqrt{k^2+m^2}\). Let \(\varphi\) be the polar angle of \(\mathbf k\), and define \(\theta\) by \(\cos\theta=m/\varepsilon\). The upper eigenvector can be written

\[
|u\rangle=\begin{pmatrix}\cos(\theta/2)\\ \sin(\theta/2)\,e^{i\varphi}\end{pmatrix}. \tag{2}
\]

The Berry connection is \(\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle\). Its line integral around a circle, counterclockwise, is the Berry phase. Since \(\partial_\varphi\) acts on the lower component alone and gives a factor \(i\),

\[
\Gamma=\int_0^{2\pi}i\langle u|\partial_\varphi u\rangle\,d\varphi
=-2\pi\sin^2\frac{\theta}{2}=-\pi\left(1-\frac m\varepsilon\right). \tag{3}
\]

The Berry curvature is \(\Omega=\partial_xA_y-\partial_yA_x\). In polar coordinates \(i\langle u|\partial_ku\rangle=0\), because the radial derivative of (2) is orthogonal to (2). Hence

\[
\Omega=\frac1k\frac{d}{dk}\left(-\sin^2\frac\theta2\right)
=-\frac1{2k}\frac d{dk}\left(1-\frac m\varepsilon\right)=-\frac{m}{2\varepsilon^3}. \tag{4}
\]

If the band is filled up to a circle of radius \(k_F\), the flux of \(\Omega\) through the pocket is

\[
2\pi\int_0^{k_F}k\,\Omega\,dk=-\pi\left(1-\frac m{\varepsilon_F}\right). \tag{5}
\]

This equals the phase (3) on the Fermi circle. Nothing inside the circle had to be known except that (2) is smooth there: at \(k=0\) the component containing \(e^{i\varphi}\) vanishes.

Now multiply (2) by \(e^{-i\varphi}\), which is allowed on the circle. The connection along \(\varphi\) increases by one and the phase becomes \(\Gamma+2\pi\). The new vector is singular at \(k=0\), but an observer confined to the circle cannot tell. The Fermi circle therefore fixes the flux up to a multiple of \(2\pi\). What remains is to connect this flux to a current, and to treat bands for which no smooth vector like (2) is at hand.

### The velocity of a driven electron

Atomic units are used in the algebra: \(\hbar=e=1\), and the electron has charge \(-1\). A uniform electric field \(\mathbf E\) can be described by a vector potential that depends on time alone. Lattice periodicity is then preserved, and each electron keeps a Bloch form while its wave vector moves according to

\[
\dot{\mathbf k}=-\mathbf E. \tag{6}
\]

Let \(H(\mathbf k)\) be the Hamiltonian acting on the cell-periodic functions, with \(H|n\rangle=\varepsilon_n|n\rangle\). The velocity operator is \(\nabla_{\mathbf k}H\). Differentiating the eigenvalue equation with respect to \(k_j\) gives

\[
(\partial_jH)|n\rangle+H|\partial_jn\rangle=(\partial_j\varepsilon_n)|n\rangle+\varepsilon_n|\partial_jn\rangle .
\]

Projection on another band \(m\neq n\) yields

\[
\langle m|\partial_jH|n\rangle=(\varepsilon_n-\varepsilon_m)\langle m|\partial_jn\rangle, \tag{7}
\]

and projection on \(n\) yields \(\langle n|\partial_jH|n\rangle=\partial_j\varepsilon_n\).

Suppose that the field is weak and was switched on slowly. To first order in the field the state is

\[
|\psi\rangle=e^{-i\vartheta(t)}\Big(|n\rangle+\sum_{m\ne n}a_m|m\rangle\Big). \tag{8}
\]

Insert this in \(i|\dot\psi\rangle=H|\psi\rangle\). The coefficients \(a_m\) are of first order, so \(\dot a_m\) and the products of \(a_m\) with \(\dot{\mathbf k}\) are dropped. The projection on \(n\) gives \(\dot\vartheta=\varepsilon_n-i\langle n|\dot n\rangle\), whose second term matters in the next projection only at second order. The projection on \(m\) gives

\[
\varepsilon_na_m+i\langle m|\dot n\rangle=\varepsilon_ma_m
\quad\Rightarrow\quad
a_m=\frac{i\langle m|\dot n\rangle}{\varepsilon_m-\varepsilon_n}. \tag{9}
\]

The expansion requires \(|a_m|\ll1\), which fails when the gap at the electron's wave vector becomes too small for the given field.

The \(y\) component of the velocity is, to first order,

\[
v_y=\partial_y\varepsilon_n+2\,\mathrm{Re}\sum_{m\ne n}\langle n|\partial_yH|m\rangle a_m .
\]

The complex conjugate of (7) is \(\langle n|\partial_yH|m\rangle=-(\varepsilon_m-\varepsilon_n)\langle\partial_yn|m\rangle\). The energy denominator of (9) cancels:

\[
v_y-\partial_y\varepsilon_n
=2\,\mathrm{Re}\Big[-i\sum_{m\neq n}\langle\partial_yn|m\rangle\langle m|\dot n\rangle\Big]
=2\,\mathrm{Im}\langle\partial_yn|\dot n\rangle . \tag{10}
\]

Here \(\mathrm{Re}(-iz)=\mathrm{Im}\,z\) was used. The sum could be completed with the term \(m=n\), because \(\langle\partial_yn|n\rangle\) and \(\langle n|\dot n\rangle\) are both imaginary and their product is real.

From the definition of the curvature,

\[
\Omega_n=i\langle\partial_xn|\partial_yn\rangle-i\langle\partial_yn|\partial_xn\rangle
=2\,\mathrm{Im}\langle\partial_yn|\partial_xn\rangle. \tag{11}
\]

For a field along \(x\), \(|\dot n\rangle=\dot k_x|\partial_xn\rangle\), and therefore

\[
v_y=\partial_y\varepsilon_n+\dot k_x\Omega_n=\partial_y\varepsilon_n-E_x\Omega_n. \tag{12}
\]

The second term is the anomalous velocity. It arises from the small admixture of other bands, and it is perpendicular to the force. Using (7) in (11) gives a form that contains no derivative of an eigenvector:

\[
\Omega_n=-2\,\mathrm{Im}\sum_{m\neq n}
\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(\varepsilon_n-\varepsilon_m)^2}. \tag{13}
\]

### The current of the occupied states

Take zero temperature and let \(S_n\) be the part of the Brillouin zone in which band \(n\) is occupied. The group velocity gives no current in this distribution: if \(F\) is a function with \(F'(\varepsilon)\) equal to the occupation, then the occupation times \(\partial_y\varepsilon_n\) is \(\partial_yF(\varepsilon_n)\), and the zone integral of the derivative of a periodic function vanishes. Changes of the distribution by the field and by collisions produce ordinary conduction and the disorder-dependent Hall terms. The intrinsic Hall conductivity is defined by the anomalous velocity in the undisturbed distribution.

The electron charge reverses the sign of (12), so \(j_y=+E_x\sum_n\int_{S_n}\Omega_n\,d^2k/(2\pi)^2\). In atomic units \(e^2/h=1/2\pi\). Defining \(\sigma_H=j_y/E_x\), which is \(\sigma_{yx}\), one obtains

\[
\sigma_H=\frac{e^2}{h}\,\frac1{2\pi}\sum_n\int_{S_n}\Omega_n\,d^2k. \tag{14}
\]

The component \(\sigma_{xy}\) of this antisymmetric response has the opposite sign.

### Fluxes and loops without a global gauge

Assume first that band \(n\) touches no other band in \(S_n\) or on its edge. Cut \(S_n\) into cells so small that a smooth eigenvector \(|u\rangle\) exists in each. Neighbouring cells may use different phases. Stokes' theorem holds in each cell \(c\):

\[
\exp\Big(i\int_c\Omega_n\,d^2k\Big)=\exp\Big(i\oint_{\partial c}\mathbf A\cdot d\mathbf k\Big), \tag{15}
\]

with the edge run counterclockwise.

To combine the cells, choose one reference eigenvector \(|w_v\rangle\) at each corner \(v\). For an edge from corner \(a\) to corner \(b\), define the transport factor

\[
U_{ba}=\langle w_b|u(b)\rangle\,
\exp\Big(i\int_a^b\mathbf A\cdot d\mathbf k\Big)\,\langle u(a)|w_a\rangle. \tag{16}
\]

If \(|u\rangle\) is replaced by \(e^{i\chi}|u\rangle\), the connection becomes \(\mathbf A-\nabla\chi\), and the exponential acquires \(e^{-i\chi(b)+i\chi(a)}\). The two overlaps acquire \(e^{i\chi(b)}\) and \(e^{-i\chi(a)}\). The factors cancel, so \(U_{ba}\) is the same number whichever neighbouring cell is used to compute it. Traversing the edge backwards gives its inverse. Around a closed cell the overlaps at each corner combine to \(|\langle w_v|u(v)\rangle|^2=1\), so the product of the \(U\)'s is the right side of (15).

Multiply (15) over all cells. Each interior edge occurs twice, in opposite directions, and drops out. Only the Fermi lines remain, run with occupied states on the left:

\[
\exp\Big(i\int_{S_n}\Omega_n\,d^2k\Big)=e^{i\Gamma_n}. \tag{17}
\]

The Brillouin zone has no edge of its own. Its opposite sides are joined by \(|u_{\mathbf k+\mathbf G}\rangle=e^{-i\mathbf G\cdot\mathbf r}|u_{\mathbf k}\rangle\), a unitary operation independent of \(\mathbf k\) that leaves \(\mathbf A\) unchanged. With reference vectors joined in the same way, edges on the zone boundary cancel like the others.

Taking the logarithm of (17) leaves an unknown integer \(N_n\):

\[
\int_{S_n}\Omega_n\,d^2k=\Gamma_n+2\pi N_n. \tag{18}
\]

With \(\Gamma=\sum_n\Gamma_n\), equation (14) becomes

\[
\sigma_H=\frac{e^2}{h}\left(\frac{\Gamma}{2\pi}+N\right),\qquad N\ \text{an integer}. \tag{19}
\]

This is Haldane's result. For a filled band there is no Fermi line, so \(e^{i\Gamma_n}=1\) and the flux is \(2\pi\) times an integer, the Chern number. Two insulators with different total Chern numbers both have no Fermi lines, which shows that the integer in (19) is not a property of the Fermi lines.

Changes of \(\sigma_H\) can nevertheless be followed at the Fermi lines. Raising the chemical potential \(\mu\) by \(d\mu\) adds a strip of width \(d\mu/|\nabla\varepsilon_n|\), so that

\[
\frac{d\sigma_H}{d\mu}=\frac{e^2}{h}\frac1{2\pi}\sum_n\oint\frac{\Omega_n}{|\nabla\varepsilon_n|}\,dl \tag{20}
\]

as long as the gradient does not vanish on the lines. The sea integral (14) is thus continuous in \(\mu\) there. If the phase is restricted to an interval of length \(2\pi\), it can jump, and \(N\) then jumps to compensate.

### Open Fermi lines

A Fermi line may cross the zone and close only after a reciprocal-lattice vector \(\mathbf G\) has been gained. Its phase depends on the coordinate origin. If all coordinates are increased by \(\mathbf r_0\), the cell-periodic function becomes \(e^{-i\mathbf k\cdot\mathbf r_0}|u\rangle\), and

\[
\mathbf A'=\mathbf A+\mathbf r_0,\qquad
\oint\mathbf A'\cdot d\mathbf k=\oint\mathbf A\cdot d\mathbf k+\mathbf G\cdot\mathbf r_0. \tag{21}
\]

The phase of a single open line is therefore defined only relative to a chosen origin. The phase of the full edge of \(S_n\) does not depend on that choice. The displacement around every small cell is zero, and interior edges cancel in the sum over cells, so the vectors \(\mathbf G\) of all lines bounding \(S_n\) add to zero. The extra terms in (21) add to zero with them.

### Occupied bands that touch

Suppose that two bands touch at \(\mathbf k_0\), below the Fermi level. Remove a small disc around \(\mathbf k_0\) from both occupied regions. Equation (17) then contains two further loops, one for each band.

Near \(\mathbf k_0\) the two-dimensional space spanned by the pair is smooth even though the separate eigenvectors are not. Let \(|e_1\rangle,|e_2\rangle\) be a smooth orthonormal basis of it, and write \(|u_n\rangle=\sum_a|e_a\rangle W_{an}\) on the circle, with \(W\) unitary. Summing the connections of the two bands gives

\[
\mathbf A_1+\mathbf A_2=\sum_ai\langle e_a|\nabla e_a\rangle+i\,\mathrm{Tr}(W^\dagger\nabla W),
\qquad \mathrm{Tr}(W^\dagger\nabla W)=\nabla\ln\det W. \tag{22}
\]

The first term is bounded, so its integral vanishes as the circle shrinks. Each eigenvector can be chosen single-valued on the circle; \(\det W\) then returns to itself and its logarithm changes by \(2\pi i\) times an integer. The two phases add to a multiple of \(2\pi\).

The removed discs carry no Hall current in the limit. In the sum of (13) over two occupied bands their mutual terms cancel: exchanging \(n\) and \(m\) replaces the product of matrix elements by its complex conjugate. What is left is bounded. Equation (19) therefore survives for the sum over bands, while (18) can fail for each band separately. If the bands touch on a Fermi line, the phase of that line is undefined and the argument does not apply.

## II. A ferromagnetic film with two bands

### Symbols and results carried over

The first half gives, for band \(n\) with cell-periodic states \(|u_n\rangle\), the connection \(\mathbf A_n=i\langle u_n|\nabla u_n\rangle\) and curvature \(\Omega_n\). The intrinsic Hall conductivity \(\sigma_H=j_y/E_x\) is the curvature flux through the occupied states, divided by \(2\pi\), in units of \(e^2/h\) [Eq. (14)]. It equals \(\Gamma/2\pi\) plus an integer [Eq. (19)], where \(\Gamma\) sums the phases of the Fermi loops run with occupied states on the left. The matrices \(s_x,s_y,s_z\) are Pauli matrices.

This part has shown that, at zero temperature and with no bands touching on a Fermi line, the Berry phases of the Fermi lines fix the intrinsic Hall conductivity up to an integer multiple of \(e^2/h\). It remains to test this result on a two-band model of a ferromagnetic film and to examine the effects of temperature, finite lifetime, field strength and collisions.
